# Coherent, Fock and cat states in a damped cavity mode: verification in Python

```python
"""Damped harmonic mode at zero temperature, energy decay rate kappa:
d rho/dt = -i omega [n, rho] + kappa (a rho a^+ - (n rho + rho n)/2), n = a^+ a.
Results under test, with eta = exp(-kappa t), alpha_t = alpha exp(-i omega t - kappa t/2):
  coherent state: |alpha> -> |alpha_t>, pure at all times
  Fock state:     P_m = binomial(n, m) eta^m (1-eta)^(n-m), no coherences
  cat state:      relative weight of |alpha_t><-alpha_t| is +-D,
                  D = exp(-2 |alpha|^2 (1-eta)), initial rate 2 kappa |alpha|^2
  parity of a cat: initial decay rate 2 kappa nbar, nbar = mean photon number of the cat
The reference side is direct propagation of the master equation in a number basis.
Time is measured in 1/kappa during propagation.
"""
import numpy as np
from math import comb
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import expm_multiply

DIM = 40
levels = np.arange(DIM)
a = sparse.diags([np.sqrt(levels[1:])], [1], format="csr")
number = sparse.diags([levels.astype(float)], [0], format="csr")
one = sparse.identity(DIM, format="csr")
parity_signs = (-1.0) ** levels


def liouvillian(omega):
    """Generator acting on row-major vectorized matrices, kappa = 1."""
    left, right = sparse.kron(number, one), sparse.kron(one, number)
    gen = -1j * omega * (left - right) + sparse.kron(a, a) - 0.5 * (left + right)
    return gen.tocsr()


def coherent(alpha):
    amps = np.zeros(DIM, dtype=complex)
    amps[0] = np.exp(-abs(alpha) ** 2 / 2)
    for k in range(1, DIM):
        amps[k] = amps[k - 1] * alpha / np.sqrt(k)
    return amps


def projector(vec):
    vec = vec / np.linalg.norm(vec)
    return np.outer(vec, vec.conj())


def cat(alpha, sign):
    return projector(coherent(alpha) + sign * coherent(-alpha))


def propagate(gen, matrices, time):
    columns = np.column_stack([m.reshape(-1) for m in matrices]).astype(complex)
    out = expm_multiply(gen * time, columns)
    return [out[:, j].reshape(DIM, DIM) for j in range(len(matrices))]


def mean_number(rho):
    return float(np.real(np.sum(levels * np.diag(rho))))


def mean_parity(rho):
    return float(np.real(np.sum(parity_signs * np.diag(rho))))


def purity(rho):
    return float(np.real(np.trace(rho @ rho)))


def relative_coherence(rho, amp):
    """Expand rho in |amp>, |-amp>; return the coherence weight and the misfit."""
    basis = np.column_stack([coherent(amp), coherent(-amp)])
    dual = np.linalg.pinv(basis)
    weights = dual @ rho @ dual.conj().T
    misfit = np.max(np.abs(rho - basis @ weights @ basis.conj().T))
    return weights[0, 1] / weights[0, 0], misfit


# Example parameters
alpha, n_fock = 2.0, 4
x = alpha ** 2
mode_energy_eV, loss_energy_eV, temperature = 2.0, 0.010, 300.0
kappa_fs = loss_energy_eV * const.e / const.hbar * 1e-15
lifetime_fs = 1 / kappa_fs
period_fs = const.h / (mode_energy_eV * const.e) * 1e15
thermal = 1 / np.expm1(mode_energy_eV * const.e / (const.k * temperature))

times = {"estimate": 1 / (2 * x), "one_over_e": -np.log(1 - 1 / (2 * x)),
         "half_life": np.log(2), "late": 3.0}
amp_left, amp_right = 1.2 + 0.3j, -0.5 + 0.9j
fock = np.zeros((DIM, DIM))
fock[n_fock, n_fock] = 1
initial = [projector(coherent(alpha)), fock, cat(alpha, 1), cat(alpha, -1),
           np.outer(coherent(amp_left), coherent(amp_right).conj())]

# Full time evolution against the closed formulas, without and with rotation
results = {}
for omega in (0.0, 7.0):
    gen = liouvillian(omega)
    for name, t in times.items():
        coh, fck, even, odd, cross = propagate(gen, initial, t)
        eta = np.exp(-t)
        shrink = np.exp(-1j * omega * t - t / 2)
        measured_amp = np.trace(a @ coh)
        assert abs(measured_amp - alpha * shrink) < 1e-8
        assert np.max(np.abs(coh - projector(coherent(alpha * shrink)))) < 1e-8
        assert abs(purity(coh) - 1) < 1e-8

        binomial = np.array([comb(n_fock, m) * eta ** m * (1 - eta) ** (n_fock - m)
                             if m <= n_fock else 0.0 for m in levels])
        assert np.max(np.abs(fck - np.diag(binomial))) < 1e-9

        d_even, misfit_even = relative_coherence(even, measured_amp)
        d_odd, misfit_odd = relative_coherence(odd, measured_amp)
        d_formula = np.exp(-2 * x * (1 - eta))
        assert max(misfit_even, misfit_odd) < 1e-8
        assert abs(d_even - d_formula) < 1e-7 and abs(d_odd + d_formula) < 1e-7
        parity_formula = np.cosh(x * (1 - 2 * eta)) / np.cosh(x)
        assert abs(mean_parity(even) - parity_formula) < 1e-8

        log_overlap = (-(abs(amp_left) ** 2 + abs(amp_right) ** 2) / 2
                       + amp_left * np.conj(amp_right))
        expected = np.exp((1 - eta) * log_overlap) * np.outer(
            coherent(amp_left * shrink), coherent(amp_right * shrink).conj())
        assert np.max(np.abs(cross - expected)) < 1e-8

        for start, end in zip(initial[:4], (coh, fck, even, odd)):
            assert abs(mean_number(end) - eta * mean_number(start)) < 1e-8
        results[name] = dict(D=d_even.real, parity=mean_parity(even), eta=eta,
                             fock=np.real(np.diag(fck)), n_cat=mean_number(even),
                             purities=(purity(coh), purity(fck), purity(even)))
assert abs(results["one_over_e"]["D"] - np.exp(-1)) < 1e-7

# Initial rates, including a small cat for which |alpha|^2 and nbar differ
gen = liouvillian(7.0)
rates = {}
for size in (0.5, x):
    amp = np.sqrt(size)
    for sign in (1, -1):
        rho0 = cat(amp, sign)
        slopes = []
        for h in (1e-3, 5e-4):
            rho_h = propagate(gen, [rho0], h)[0]
            d, _ = relative_coherence(rho_h, amp * np.exp(-7j * h - h / 2))
            slopes.append(-np.log(sign * d.real) / h)
        rate_d = 2 * slopes[1] - slopes[0]      # removes the error linear in h
        drho = (gen @ rho0.reshape(-1)).reshape(DIM, DIM)
        rate_parity = -sign * mean_parity(drho)
        nbar = mean_number(rho0)
        nbar_formula = size * (np.tanh(size) if sign == 1 else 1 / np.tanh(size))
        assert abs(nbar - nbar_formula) < 1e-9
        assert abs(rate_d - 2 * size) < 1e-4
        assert abs(rate_parity - 2 * nbar) < 1e-8
        rates[(size, sign)] = (nbar, rate_d, rate_parity)
assert abs(rates[(0.5, 1)][1] - 2 * rates[(0.5, 1)][0]) > 0.1

print(f"mode energy: {mode_energy_eV:.1f} eV")
print(f"loss energy hbar*kappa: {1000 * loss_energy_eV:.1f} meV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal photon number: {thermal:.1e}")
print(f"optical period: {period_fs:.3f} fs")
print(f"kappa: {kappa_fs:.5f} 1/fs")
print(f"photon lifetime 1/kappa: {lifetime_fs:.2f} fs")
print(f"alpha: {alpha:.1f}; |alpha|^2: {x:.1f}; Fock number: {n_fock}")
print(f"initial coherence decay rate: {rates[(x, 1)][1] * kappa_fs:.5f} 1/fs")
labels = {"estimate": "t = 1/(2 kappa |alpha|^2)", "one_over_e": "exact 1/e time",
          "half_life": "energy half-life", "late": "t = 3/kappa"}
for name, t in times.items():
    r = results[name]
    print(f"{labels[name]}: {t * lifetime_fs:.3f} fs, kappa t = {t:.5f}")
    print(f"  eta = {r['eta']:.5f}, coherence D = {r['D']:.6f}")
    print(f"  even-cat parity = {r['parity']:.6f}, photons = {r['n_cat']:.5f}")
print(f"coherence floor exp(-2|alpha|^2): {np.exp(-2 * x):.6f}")
print("Fock n = 4 after one energy half-life:")
for m in range(n_fock + 1):
    print(f"  P_{m} = {results['half_life']['fock'][m]:.4f}")
for label, value in zip(("coherent", "Fock", "even cat"), results["half_life"]["purities"]):
    print(f"purity at half-life, {label}: {value:.5f}")
print("initial rates in units of kappa:")
for (size, sign), (nbar, rate_d, rate_parity) in rates.items():
    kind = "even" if sign == 1 else "odd"
    print(f"  |alpha|^2 = {size:.1f}, {kind}: nbar = {nbar:.5f}")
    print(f"    coherence rate = {rate_d:.4f}, parity rate = {rate_parity:.5f}")
print("PASS")
```

Output:

```
mode energy: 2.0 eV
loss energy hbar*kappa: 10.0 meV
temperature: 300 K
thermal photon number: 2.5e-34
optical period: 2.068 fs
kappa: 0.01519 1/fs
photon lifetime 1/kappa: 65.82 fs
alpha: 2.0; |alpha|^2: 4.0; Fock number: 4
initial coherence decay rate: 0.12154 1/fs
t = 1/(2 kappa |alpha|^2): 8.228 fs, kappa t = 0.12500
  eta = 0.88250, coherence D = 0.390618
  even-cat parity = 0.391346, photons = 3.52762
exact 1/e time: 8.789 fs, kappa t = 0.13353
  eta = 0.87500, coherence D = 0.367879
  even-cat parity = 0.368668, photons = 3.49765
energy half-life: 45.624 fs, kappa t = 0.69315
  eta = 0.50000, coherence D = 0.018316
  even-cat parity = 0.036619, photons = 1.99866
t = 3/kappa: 197.464 fs, kappa t = 3.00000
  eta = 0.04979, coherence D = 0.000500
  even-cat parity = 0.671737, photons = 0.19901
coherence floor exp(-2|alpha|^2): 0.000335
Fock n = 4 after one energy half-life:
  P_0 = 0.0625
  P_1 = 0.2500
  P_2 = 0.3750
  P_3 = 0.2500
  P_4 = 0.0625
purity at half-life, coherent: 1.00000
purity at half-life, Fock: 0.27344
purity at half-life, even cat: 0.50067
initial rates in units of kappa:
  |alpha|^2 = 0.5, even: nbar = 0.23106
    coherence rate = 1.0000, parity rate = 0.46212
  |alpha|^2 = 0.5, odd: nbar = 1.08198
    coherence rate = 1.0000, parity rate = 2.16395
  |alpha|^2 = 4.0, even: nbar = 3.99732
    coherence rate = 8.0000, parity rate = 7.99463
  |alpha|^2 = 4.0, odd: nbar = 4.00268
    coherence rate = 8.0000, parity rate = 8.00537
PASS
```
